# Knudsen Diffusivity of a Long Circular Pore from Diffuse Wall Scattering, part 1

(Sections cited here and not found follow in the second part.)

## Flights between wall encounters

A dilute gas in a long circular pore of diameter $d$, whose molecules meet only the wall and are scattered diffusely by it, spreads along the pore with the diffusivity

$$
D=\frac{d\,\bar v}{3},\qquad \bar v=\sqrt{\frac{8kT}{\pi m}} . \tag{1}
$$

Here $\bar v$ is the mean speed of molecules of mass $m$ at temperature $T$, and $k$ is the Boltzmann constant. This is the Knudsen diffusivity. It governs how a precursor vapour penetrates a hole so narrow that collisions between molecules in the gas are rare compared with collisions with the wall.

### Model and meaning of $D$

The pore is straight, smooth and infinitely long, with its axis along $z$. Its wall has a uniform temperature $T$. A molecule that strikes the wall does not react and leaves at once. Its new direction does not depend on the direction of arrival. In this first half its new speed is also drawn afresh, as for a gas in equilibrium with the wall.

Let $Z(t)$ be the axial displacement of a molecule during the time $t$. The diffusivity is defined by

$$
D=\lim_{t\to\infty}\frac{\langle Z^2(t)\rangle}{2t}. \tag{2}
$$

The factor 2 makes this the coefficient in the one-dimensional diffusion equation $\partial n/\partial t=D\,\partial^2n/\partial z^2$, where $n$ is the number of molecules per unit volume of the pore. To see this, multiply the equation by $z^2$ and integrate over $z$. Two integrations by parts, with $n$ vanishing far away, give

$$
\frac{d}{dt}\int z^2 n\,dz=D\int z^2\frac{\partial^2 n}{\partial z^2}\,dz=2D\int n\,dz .
$$

Division by the conserved integral $\int n\,dz$ shows that the mean-square displacement grows at the rate $2D$. The corresponding flux per unit open cross-section is $-D\,\partial n/\partial z$.

### The law of emission

The distribution of molecules leaving the wall follows from the requirement that it sustain an equilibrium gas. In such a gas the velocity density is proportional to $e^{-\alpha v^2}$, with $\alpha=m/(2kT)$. Let $\mathbf n$ be the unit normal pointing into the pore. Molecules that leave a wall element of area $A$ with velocity $\mathbf v$ during a short time $\delta t$ fill a slanted cylinder of volume $A(\mathbf v\cdot\mathbf n)\,\delta t$. Their number is therefore proportional to

$$
(\mathbf v\cdot\mathbf n)\,e^{-\alpha v^2}d^3v
=(\mathbf u\cdot\mathbf n)\,d\Omega\;\,v^3e^{-\alpha v^2}dv , \tag{3}
$$

where $\mathbf v=v\mathbf u$, $\mathbf u$ is a unit vector, and $d^3v=v^2\,dv\,d\Omega$. The right-hand side is a product, so direction and speed are independent at emission. The directional factor is the cosine law. The speed factor contains $v^3$, one power more than the speed density in the gas, because fast molecules cross a surface more often.

Choose Cartesian components along the inward normal, along the tangent to the circular cross-section, and along the axis:

$$
\mathbf u=(\sin\theta\cos\varphi,\;\sin\theta\sin\varphi,\;\cos\theta),
\qquad 0<\theta<\pi,\quad -\frac{\pi}{2}<\varphi<\frac{\pi}{2}.
$$

Thus $\theta$ is measured from the pore axis, not from the normal. Since $\mathbf u\cdot\mathbf n=\sin\theta\cos\varphi$ and $d\Omega=\sin\theta\,d\theta\,d\varphi$, the probability of a direction is

$$
P(\theta,\varphi)\,d\theta\,d\varphi
=\frac1\pi\sin^2\theta\,\cos\varphi\;d\theta\,d\varphi . \tag{4}
$$

It is normalized, because $\int_0^\pi\sin^2\theta\,d\theta=\pi/2$ and $\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi=2$.

### Length and axial step of one flight

Let $R=d/2$. In the cross-section, with the centre as origin, the flight starts at the point $(-R,0)$, since the inward normal points towards the centre. After a path of length $\ell$ the cross-sectional position is

$$
(-R+\ell\sin\theta\cos\varphi,\;\ell\sin\theta\sin\varphi).
$$

The molecule meets the wall when the squared distance from the centre is again $R^2$:

$$
R^2-2R\ell\sin\theta\cos\varphi+\ell^2\sin^2\theta=R^2 .
$$

One root is $\ell=0$, the starting point. The other is the length of the flight, and multiplication by $\cos\theta$ gives its axial step $z$:

$$
\ell=\frac{d\cos\varphi}{\sin\theta},\qquad
z=\ell\cos\theta=d\cos\varphi\,\cot\theta . \tag{5}
$$

The circular symmetry makes these expressions valid from every point of the wall, so all flights have the same statistics.

The averages over (4) factor into integrals over $\varphi$ and $\theta$. The required integrals over $\varphi$ are

$$
\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi=\frac\pi2,\qquad
\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi=\int_{-1}^{1}(1-x^2)\,dx=\frac43 ,
$$

with $x=\sin\varphi$ in the second. The mean length is

$$
\langle\ell\rangle=\frac d\pi\int\cos^2\varphi\,d\varphi\int_0^\pi\sin\theta\,d\theta
=\frac d\pi\cdot\frac\pi2\cdot2=d . \tag{6}
$$

The mean axial step contains $\int_0^\pi\sin\theta\cos\theta\,d\theta=0$, so $\langle z\rangle=0$. For the mean-square step, the factor $\sin^2\theta$ in (4) cancels the denominator of $\cot^2\theta$:

$$
\langle z^2\rangle=\frac{d^2}{\pi}\int\cos^3\varphi\,d\varphi\int_0^\pi\cos^2\theta\,d\theta
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}. \tag{7}
$$

In the same way,

$$
\langle\ell^2\rangle=\frac{d^2}{\pi}\cdot\frac43\int_0^\pi d\theta=\frac{4d^2}{3}. \tag{8}
$$

### Long flights

A molecule emitted almost parallel to the axis can travel many diameters before it meets the wall. The mean-square step is finite because such directions are sufficiently rare. For a distance $X\gg d$, the condition $|z|>X$ requires $\theta$ to lie within $d\cos\varphi/X$ of either $0$ or $\pi$. Near each end $\sin^2\theta$ is approximately the square of the small angle, whose integral is one third of the cube of the limiting angle. Hence

$$
P(|z|>X)\simeq\frac{2}{3\pi}\frac{d^3}{X^3}\int_{-\pi/2}^{\pi/2}\cos^4\varphi\,d\varphi
=\frac{2}{3\pi}\cdot\frac{3\pi}{8}\,\frac{d^3}{X^3}=\frac{d^3}{4X^3}. \tag{9}
$$

Differentiation gives the density $3d^3/(4x^4)$ for a step of magnitude $x$. The contribution of steps longer than $X$ to $\langle z^2\rangle$ is therefore

$$
\int_X^\infty x^2\,\frac{3d^3}{4x^4}\,dx=\frac{3d^3}{4X},
$$

which is the fraction $9d/(8X)$ of the full value (7). This fraction shows what "long pore" means. If the pore is only a few diameters long, flights that should contribute to $\langle z^2\rangle$ leave through an end instead, and a local diffusivity is a poor description. For a length of a hundred diameters the fraction belonging to flights longer than the pore is about one per cent. This is not the whole error of the diffusion law in a finite pore, since the regions near the ends also contribute. For $L=100d$ the fraction of entering molecules that pass through lies about three per cent below the value $4d/(3L)$ obtained by dividing the diffusive flux $Dn/L$ by the entering flux $n\bar v/4$.

### Duration of a flight

The speed averages need two Gaussian integrals,

$$
\int_0^\infty v^2e^{-\alpha v^2}dv=\frac{\sqrt\pi}{4\alpha^{3/2}},\qquad
\int_0^\infty v^3e^{-\alpha v^2}dv=\frac1{2\alpha^2}.
$$

In the gas the speed density is proportional to $v^2e^{-\alpha v^2}$, so the mean speed is the second integral divided by the first:

$$
\bar v=\frac{1}{2\alpha^2}\cdot\frac{4\alpha^{3/2}}{\sqrt\pi}
=\frac{2}{\sqrt{\pi\alpha}}=\sqrt{\frac{8kT}{\pi m}} .
$$

For molecules leaving the wall the density is proportional to $v^3e^{-\alpha v^2}$. The mean of $1/v$ is then the first integral divided by the second, which is the reciprocal of the same quantity:

$$
\left\langle\frac1v\right\rangle_{\rm wall}=\frac1{\bar v}. \tag{10}
$$

A flight lasts for $\ell/v$. Since direction and speed are independent at emission, (6) and (10) give the mean duration

$$
\tau=\langle\ell\rangle\left\langle\frac1v\right\rangle_{\rm wall}=\frac d{\bar v}. \tag{11}
$$

The mean speed in the gas appears here although the molecules leaving the wall are faster on average. What matters for a time is the mean reciprocal speed.

### Adding the flights

After $N$ complete flights the displacement is $Z_N=z_1+\dots+z_N$, and

$$
\langle Z_N^2\rangle=\sum_{i=1}^N\langle z_i^2\rangle+2\sum_{i<j}\langle z_iz_j\rangle .
$$

Consider a term with $i<j$. Whatever flight $i$ was, the direction of flight $j$ is drawn afresh from (4), and its mean axial step is zero. Each cross term therefore vanishes, and (7) gives

$$
\langle Z_N^2\rangle=\frac{2Nd^2}{3}. \tag{12}
$$

In a long time $t$ the number of flights is about $t/\tau$. Inserting this number in (12) and using (2) and (11) yields

$$
D=\frac{\langle z^2\rangle}{2\tau}=\frac12\cdot\frac{2d^2}{3}\cdot\frac{\bar v}{d}=\frac{d\bar v}{3}. \tag{13}
$$

One step remains open. At a fixed time the number of flights is random, it is correlated with their lengths, and the last flight is incomplete. The second half removes this gap by a calculation that does not count flights.

### What changes when the wall behaves differently

The vanishing of the cross terms is the place where diffuse scattering enters. Suppose instead that a fraction $f$ of wall encounters is diffuse and the rest are mirror reflections, with $f$ independent of speed and angle. A chord of a circle makes equal angles with the normals at its two ends, so a mirror reflection is followed by a flight with the same length and the same axial step. A run of $g$ equal flights occurs with probability $f(1-f)^{g-1}$. The geometric series give $\langle g\rangle=1/f$ and $\langle g^2\rangle=(2-f)/f^2$. The mean-square displacement of a run is $\langle g^2\rangle\langle z^2\rangle$ and its mean duration is $\langle g\rangle\tau$, so the argument of (13) leads to

$$
D_f=\frac{\langle g^2\rangle\langle z^2\rangle}{2\langle g\rangle\tau}
=\frac{2-f}{f}\,\frac{d\bar v}{3}. \tag{14}
$$

Mirror reflection preserves the axial velocity and speeds up the spreading. For $f=1$ the result returns to (1). As $f\to0$ it diverges, since nothing then reverses the axial motion.

A residence on the wall acts in the opposite direction. If each encounter holds the molecule for a mean time $\tau_s$, the step is unchanged but the mean time per step becomes $\tau+\tau_s$. The diffusivity of all molecules, free and adsorbed together, is then $(d\bar v/3)/(1+\tau_s/\tau)$.

### The bulk formula and the shape of the pore

Equation (1) has the form of the elementary bulk estimate $\lambda\bar v/3$, with the mean free path $\lambda$ replaced by $d$. The agreement is numerical and does not mean that the flights are alike. The bulk estimate assumes isotropic directions and exponentially distributed lengths. These give $\langle\ell^2\rangle=2\lambda^2$ and an axial share $\langle z^2\rangle/\langle\ell^2\rangle=1/3$. In the pore, (7) and (8) give $\langle\ell^2\rangle=4d^2/3$ and an axial share of $1/2$. Both products equal two thirds of the squared mean length.

The replacement fails for a slit between two infinite parallel plates a distance $h$ apart. If $\psi$ is the angle from the plate normal, the flight has length $h/\cos\psi$. The cosine law gives the mean length $\int_0^{\pi/2}(h/\cos\psi)\,2\sin\psi\cos\psi\,d\psi=2h$. The displacement along a chosen direction in the plane is $h\tan\psi\cos\chi$, where $\chi$ is the azimuth. Its mean square is

$$
\frac{h^2}{\pi}\int_0^{2\pi}\cos^2\chi\,d\chi\int_0^{\pi/2}\tan^2\psi\,\sin\psi\cos\psi\,d\psi
=h^2\int_0^{\pi/2}\frac{\sin^3\psi}{\cos\psi}\,d\psi ,
$$

which diverges logarithmically at grazing emission. The mean flight length is finite, yet the mean-square step is not. A circular pore avoids this because its wall closes around the molecule in both transverse directions.

## Displacement at a fixed time

The pore has diameter $d$ and its axis lies along $z$. The gas has temperature $T$, molecular mass $m$ and mean speed $\bar v=\sqrt{8kT/\pi m}$. The displacement $Z(t)$ defines $D$ as the long-time limit of $\langle Z^2\rangle/(2t)$. A flight between wall encounters has mean duration $\tau=d/\bar v$ and mean-square axial step $2d^2/3$. Replacing the number of flights in a time $t$ by $t/\tau$ gave $D=d\bar v/3$. The same value is now obtained at fixed time, together with the rate at which it is approached.

Adding independent flights has given $D=d\bar v/3$, with the random number of flights in a time $t$ replaced by $t/\tau$. It remains to obtain this value at a fixed time, to find how fast it is approached, and to apply the result to a pore 50 nm wide and to a wall that reacts.
